# Empty-lattice bands of the fcc lattice along Γ–X and Γ–L: verification in Python

```python
"""Empty-lattice bands of the fcc lattice along Gamma-X and Gamma-L.

Result under test: with G = 0, the 8 vectors {111} and the 6 vectors {200},
the free-electron energies form the parabolas listed in PATHS, with the
degeneracies given there.  The lowest omitted parabola is listed as 'floor'.

Symbols (Hartree atomic units):
  a    cubic lattice constant
  E0   (1/2)(2 pi/a)^2, the energy unit of the parabolas
  x    k = (2 pi/a)(x,0,0), from Gamma (0) to X (1)
  t    k = (2 pi/a)(t,t,t), from Gamma (0) to L (1/2)
  g    reciprocal vector in units of 2 pi/a
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
a = 8.0
unit_k = 2 * np.pi / a
E0 = 0.5 * unit_k**2

PATHS = {
    "X": dict(direction=np.array([1.0, 0.0, 0.0]), end=1.0,
              floor="(x-2)**2+4",
              bands=[("x**2", 1), ("(x-2)**2", 1), ("(x-1)**2+2", 4),
                     ("(x+1)**2+2", 4), ("x**2+4", 4), ("(x+2)**2", 1)]),
    "L": dict(direction=np.array([1.0, 1.0, 1.0]), end=0.5,
              floor="3*t**2-8*t+8",
              bands=[("3*t**2", 1), ("3*(t-1)**2", 1),
                     ("3*t**2-2*t+3", 3), ("3*t**2-4*t+4", 3),
                     ("3*t**2+2*t+3", 3), ("3*t**2+4*t+4", 3),
                     ("3*(t+1)**2", 1)]),
}


def value(expression, s):
    """Evaluate a parabola (in units of E0) at path parameter s."""
    return float(eval(expression, {"x": s, "t": s}))


def listed_levels(path, s):
    """All listed energies at s, repeated by degeneracy and sorted."""
    return np.sort([value(f, s) for f, deg in path["bands"]
                    for _ in range(deg)])


def count_equal(levels, energy):
    return int(np.sum(np.abs(levels - energy) < 1e-9))


# Reciprocal lattice by inversion of the primitive translations
primitive = 0.5 * a * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
reciprocal = 2 * np.pi * np.linalg.inv(primitive).T
integers = np.array(list(itertools.product(range(-4, 5), repeat=3)))
g_all = integers @ reciprocal / unit_k
g_int = np.rint(g_all).astype(int)
assert np.allclose(g_all, g_int, atol=1e-10)
parity = g_int % 2
assert np.all(parity == parity[:, :1])
# Conversely, every all-even or all-odd triple in a small cube is present
present = {tuple(g) for g in g_int.tolist()}
for triple in itertools.product(range(-2, 3), repeat=3):
    same_parity = len({c % 2 for c in triple}) == 1
    assert (triple in present) == same_parity
norm2 = np.sum(g_int**2, axis=1)
shells = [(int(n), int(np.sum(norm2 == n))) for n in np.unique(norm2)[:4]]
assert shells == [(0, 1), (3, 8), (4, 6), (8, 12)]
kept = norm2 <= shells[2][0]


def lattice_levels(path, s, mask):
    """|k+G|^2 in units of (2 pi/a)^2 for the selected vectors."""
    return np.sort(np.sum((s * path["direction"] + g_int[mask])**2, axis=1))


everything = np.ones(len(g_int), dtype=bool)
for path in PATHS.values():
    for s in np.linspace(0, path["end"], 41):
        assert np.allclose(lattice_levels(path, s, kept),
                           listed_levels(path, s), atol=1e-10)
        lowest_omitted = lattice_levels(path, s, ~kept)[0]
        assert abs(lowest_omitted - value(path["floor"], s)) < 1e-10


def grid_levels(kvec, n, how_many):
    """Free electron on a real-space fcc grid, n^3 points per primitive cell.

    The Laplacian uses the 12 nearest grid neighbours; the Bloch phase is
    carried by the hopping terms.  No reciprocal vector enters.
    """
    h = a / (2 * n)
    points = np.array(list(itertools.product(range(n), repeat=3)))
    row = np.arange(n**3)
    matrix = np.zeros((n**3, n**3), dtype=complex)
    half = [(1, 0, 0), (0, 1, 0), (0, 0, 1),
            (1, -1, 0), (1, 0, -1), (0, 1, -1)]
    for step in half:
        for sign in (1, -1):
            move = sign * np.array(step)
            shift = move @ primitive / n
            target = (points + move) % n
            column = (target[:, 0] * n + target[:, 1]) * n + target[:, 2]
            matrix[row, column] -= np.exp(1j * kvec @ shift) / (8 * h**2)
            matrix[row, row] += 1 / (8 * h**2)
    return np.linalg.eigvalsh(matrix)[:how_many] / E0


# The grid error is a series in 1/n^2; three grids remove its first two terms.
# The next term is about 2e-4 E0 for the highest level, hence tolerance 1e-3.
grids = np.array([6, 8, 10])
sample = 0.25
grid_result = {}
for name, path in PATHS.items():
    kvec = unit_k * sample * path["direction"]
    data = np.array([grid_levels(kvec, n, 16) for n in grids])
    powers = np.vander(1.0 / grids**2, 3, increasing=True)
    limit = np.linalg.solve(powers, data)[0]
    expected = listed_levels(path, sample)
    error = np.max(np.abs(limit[:15] - expected))
    assert error < 1e-3
    assert limit[15] > expected[-1] + 0.3
    grid_result[name] = (limit[:15], error)

print(f"lattice constant a = {a:.1f} bohr")
print(f"2 pi/a = {unit_k:.5f} 1/bohr")
print(f"E0 = {E0:.5f} hartree = {E0 * HARTREE_EV:.3f} eV")
for name, path in PATHS.items():
    length = unit_k * path["end"] * np.linalg.norm(path["direction"])
    print(f"length Gamma-{name} = {length:.5f} 1/bohr")
print("shells (|g|^2, members):", shells)

for name, path in PATHS.items():
    end = path["end"]
    print(f"Gamma-{name}: E/E0, degeneracy, at Gamma, at {name}")
    for f, deg in path["bands"]:
        print(f"  {f:13s} {deg}  {value(f, 0):.2f}  {value(f, end):.2f}")
    print(f"  lowest omitted {path['floor']}: "
          f"{value(path['floor'], 0):.2f}  {value(path['floor'], end):.2f}")

print("interior crossings: parameter, E/E0, total degeneracy")
for name, path in PATHS.items():
    found = set()
    for (f, _), (q, _) in itertools.combinations(path["bands"], 2):
        d0 = value(f, 0) - value(q, 0)
        d1 = value(f, 1) - value(q, 1)
        if abs(d0 - d1) < 1e-12:
            continue
        s = d0 / (d0 - d1)
        if 1e-9 < s < path["end"] - 1e-9:
            found.add((round(s, 12), round(value(f, s), 12)))
    for s, energy in sorted(found):
        total = sum(deg for f, deg in path["bands"]
                    if abs(value(f, s) - energy) < 1e-9)
        assert total == count_equal(lattice_levels(path, s, everything),
                                    energy)
        print(f"  Gamma-{name}: {s:.4f}  {energy:.4f}  {total}")

print("levels: E/E0, E in hartree, count from 15 G, full count")
for label, name, s in (("Gamma", "X", 0.0), ("X", "X", 1.0),
                       ("L", "L", 0.5)):
    path = PATHS[name]
    listed = listed_levels(path, s)
    full = lattice_levels(path, s, everything)
    floor = value(path["floor"], s)
    for energy in np.unique(np.round(listed, 9)):
        n_listed = count_equal(listed, energy)
        n_full = count_equal(full, energy)
        if energy < floor - 1e-9:
            assert n_listed == n_full
        else:
            assert n_listed < n_full
        print(f"  {label:5s} {energy:.2f}  {energy * E0:.5f}"
              f"  {n_listed}  {n_full}")

print("real-space grid check at parameter 0.25, levels in E0")
for name, (levels, error) in grid_result.items():
    distinct = np.unique(np.round(levels, 3))
    print(f"  Gamma-{name}:", " ".join(f"{e:.3f}" for e in distinct))
    print(f"  largest deviation = {error:.1e} E0")

print("success")
```

Running it gives:

```
lattice constant a = 8.0 bohr
2 pi/a = 0.78540 1/bohr
E0 = 0.30843 hartree = 8.393 eV
length Gamma-X = 0.78540 1/bohr
length Gamma-L = 0.68017 1/bohr
shells (|g|^2, members): [(0, 1), (3, 8), (4, 6), (8, 12)]
Gamma-X: E/E0, degeneracy, at Gamma, at X
  x**2          1  0.00  1.00
  (x-2)**2      1  4.00  1.00
  (x-1)**2+2    4  3.00  2.00
  (x+1)**2+2    4  3.00  6.00
  x**2+4        4  4.00  5.00
  (x+2)**2      1  4.00  9.00
  lowest omitted (x-2)**2+4: 8.00  5.00
Gamma-L: E/E0, degeneracy, at Gamma, at L
  3*t**2        1  0.00  0.75
  3*(t-1)**2    1  3.00  0.75
  3*t**2-2*t+3  3  3.00  2.75
  3*t**2-4*t+4  3  4.00  2.75
  3*t**2+2*t+3  3  3.00  4.75
  3*t**2+4*t+4  3  4.00  6.75
  3*(t+1)**2    1  3.00  6.75
  lowest omitted 3*t**2-8*t+8: 8.00  4.75
interior crossings: parameter, E/E0, total degeneracy
  Gamma-X: 0.1667  3.3611  5
  Gamma-X: 0.5000  2.2500  5
  Gamma-X: 0.5000  4.2500  8
  Gamma-L: 0.1000  3.6300  4
  Gamma-L: 0.1667  3.4167  6
levels: E/E0, E in hartree, count from 15 G, full count
  Gamma 0.00  0.00000  1  1
  Gamma 3.00  0.92528  8  8
  Gamma 4.00  1.23370  6  6
  X     1.00  0.30843  2  2
  X     2.00  0.61685  4  4
  X     5.00  1.54213  4  8
  X     6.00  1.85055  4  8
  X     9.00  2.77583  1  10
  L     0.75  0.23132  2  2
  L     2.75  0.84817  6  6
  L     4.75  1.46502  3  6
  L     6.75  2.08187  4  8
real-space grid check at parameter 0.25, levels in E0
  Gamma-X: 0.062 2.562 3.062 3.562 4.062 5.062
  largest deviation = 1.3e-04 E0
  Gamma-L: 0.187 1.687 2.687 3.187 3.687 4.687 5.187
  largest deviation = 2.3e-04 E0
success
```
